Complex bands and midgap decay in a chain with alternating hoppings

**Result**

A chain has two sites per cell, equal on-site energies, hopping v inside a cell and hopping w between cells. At the middle of its gap, the amplitude of a decaying wave is multiplied in magnitude, from one cell to the next, by the ratio of the smaller hopping to the larger. With a the cell length and κ the decay constant of the amplitude,

κ₀a = |ln(v/w)|  at E = 0.

At any other energy E in the gap, |E| < |v − w|, the decay is slower:

cosh κa = (v² + w² − E²)/(2vw).

The density, being the square of the amplitude, decays at the rate 2κ. When such a chain touches a metal, metal states at gap energies leak into it with this decay. These tails are called metal-induced gap states. If the chain has an end state of its own at the contact, that state is broadened and contributes to them (section 6).

**1. The simplest case: the middle of the gap**

Cell n holds the sites A and B, with amplitudes αₙ and βₙ. The basis is orthonormal, the electrons are independent, and only neighbouring sites are coupled. Energies are measured from the common on-site energy. Site Aₙ has the neighbours Bₙ (hopping v) and Bₙ₋₁ (hopping w); site Bₙ has the neighbours Aₙ (hopping v) and Aₙ₊₁ (hopping w). The Schrödinger equation on the two sites is therefore

Eαₙ = vβₙ + wβₙ₋₁,
Eβₙ = vαₙ + wαₙ₊₁.

I take v and w positive and unequal. This loses nothing for real hoppings: multiplying both amplitudes of cell n by (−1)ⁿ reverses the sign of w in these equations, and reversing the sign of every β amplitude reverses the signs of both v and w. Neither change affects the energy or the decay rate.

At E = 0 the left sides vanish and the sublattices separate:

βₙ = −(w/v)βₙ₋₁,
αₙ₊₁ = −(v/w)αₙ.

Each is a geometric sequence. If v > w, the B amplitudes shrink to the right and the A amplitudes grow; if v < w, the roles are exchanged. In both cases the shrinking sequence loses the factor min(v/w, w/v) = e^(−|ln(v/w)|) per cell. Writing this factor as e^(−κ₀a) gives κ₀a = |ln(v/w)|.

Two limits make sense of this. For w → 0 the chain falls apart into separate pairs, nothing can pass from cell to cell, and κ₀a → ∞. For v → w the factor tends to 1 and the decay disappears. It remains to show that E = 0 then lies in a gap that closes, and what happens at other energies.

**2. All energies: one quadratic equation**

The equations are the same in every cell, so I look for solutions that are multiplied by a constant λ per cell: αₙ = λⁿα and βₙ = λⁿβ. Dividing by λⁿ gives

Eα = (v + w/λ)β,
Eβ = (v + wλ)α.

These two linear equations have a nonzero solution when their determinant vanishes:

E² = (v + w/λ)(v + wλ)
 = v² + vwλ + vw/λ + w²
 = v² + w² + vw(λ + 1/λ).

A wave that stays bounded in both directions needs |λ| = 1, so λ = e^(ika) with k real. Then λ + 1/λ = 2 cos ka and

E² = v² + w² + 2vw cos ka.

As cos ka runs from −1 to 1, E² runs from (v − w)² to (v + w)². There are two bands, and between them a gap centred on E = 0,

E_g = 2|v − w|,

whose edges lie at ka = π. The gap closes at v = w, where the midgap decay of section 1 disappears.

Inside the gap, solve the quadratic for the sum of λ and its inverse:

λ + 1/λ = (E² − v² − w²)/(vw) = −2 − [(v − w)² − E²]/(vw).

The bracket is positive, so the sum is below −2. The two roots have product 1. A real sum of magnitude above 2 makes them real and distinct; the positive product gives them equal signs, and the negative sum makes both negative. They can be written λ = −e^(−κa) and λ = −e^(κa) with κ > 0. Their sum is −2 cosh κa, hence

cosh κa = (v² + w² − E²)/(2vw).

In terms of a wave number, e^(i(π + iκa)) = −e^(−κa), so ka = π + iκa for the wave decaying to the right and ka = π − iκa for the growing one. The real part π is inherited from the band edges and means a change of sign in each cell.

The identity cosh x = 1 + 2 sinh²(x/2) gives a second form. Inserting it, v² + w² − E² = 2vw + 4vw sinh²(κa/2), or

4vw sinh²(κa/2) = (v − w)² − E².

Check on the first case: at E = 0 the cosh law reads cosh κ₀a = ½(v/w + w/v). Since v/w = e^(ln(v/w)), the right side is cosh(ln(v/w)), and the logarithm returns. The second form at E = 0 connects decay and gap:

E_g = 4√(vw) sinh(κ₀a/2).

For a gap small compared with √(vw) this becomes κ₀a ≈ E_g/(2√(vw)). The gap alone does not fix the decay: the hoppings 1.50 and 1.00 eV give the same gap as 2.50 and 2.00 eV, namely 1.00 eV, but κ₀a is ln 1.5 = 0.405 in the first case and ln 1.25 = 0.223 in the second. Nor does the decay fix the gap: multiplying both hoppings by a common factor changes E_g but leaves κ₀ as it was.

**3. Numbers, and the shape of the curve**

Take the round values v = 1.50 eV, w = 1.00 eV and a = 0.50 nm. The gap is 2 × 0.50 = 1.00 eV, and

κ₀a = ln 1.5 = 0.4055.

Per cell the amplitude is multiplied by −1/1.5 = −0.667 and the density by 0.444. The amplitude falls by a factor e over 0.50/0.4055 = 1.233 nm, the density over half of that, 0.617 nm.

Away from midgap, eigenvalues of a site-by-site transfer matrix give these decay constants, in agreement with the cosh law:

E = 0.10 eV: κa = 0.3974
E = 0.25 eV: κa = 0.3517
E = 0.40 eV: κa = 0.2443
E = 0.49 eV: κa = 0.0812

The right side of the cosh law falls as E² grows, and cosh κa increases with κa, so κ has its maximum at E = 0. To find how flat the maximum is, differentiate the law with respect to E²:

sinh κa · d(κa)/d(E²) = −1/(2vw).

At midgap sinh κ₀a = ½|v/w − w/v| = |v² − w²|/(2vw). The factors 2vw cancel, and to first order in E²

κa ≈ κ₀a − E²/|v² − w²|.

At E = 0.25 eV this gives 0.4055 − 0.0625/1.25 = 0.3555, about 1% above the full value 0.3517. Differentiating once more shows where the difference comes from. With a prime for d/d(E²),

sinh κa · (κa)″ + cosh κa · [(κa)′]² = 0,

so (κa)″ = −coth κ₀a/(v² − w²)² at midgap, where coth κ₀a = (v² + w²)/|v² − w²|. The next term is half of this times E⁴. Relative to the first correction it has the size

E²(v² + w²)/[2(v² − w²)²] = 0.0625 × 3.25/(2 × 1.5625) = 0.065.

This term, 0.065 × 0.05 = 0.0033, accounts for most of the difference of 0.0037. The ratio is a poor guide farther out: at the band edge it reaches only (v² + w²)/[2(v + w)²] = 0.26, although κ vanishes there and the estimate does not. At E = 0.40 eV the ratio is 0.17 and the estimate, 0.2775, is already 14% above 0.2443. The estimate needs E² ≪ (v − w)².

At the other end, near a band edge, κa is small and sinh(κa/2) ≈ κa/2. The second form of the law becomes

κa ≈ √{[(v − w)² − E²]/(vw)}.

At E = 0.49 eV this is √(0.0099/1.5) = 0.0812, in agreement with the list. The decay constant goes to zero as a square root, and the tails of states close to a band edge are long.

This also shows what an effective-mass estimate does. Just outside the gap put ka = π + qa with qa small. Then cos ka ≈ −1 + q²a²/2 and E² ≈ (v − w)² + vwq²a². Expanding the root for the upper band,

E ≈ |v − w| + vwa²q²/(2|v − w|).

Continuing this parabola into the gap, with q = iκ and δ = |v − w| − E the depth below the edge, gives κa = √[2|v − w|δ/(vw)]. At midgap δ = |v − w|, and the parabola predicts √2 |v − w|/√(vw) = 1.414 × 0.50/1.225 = 0.577 instead of 0.4055. The parabola knows one band edge; the true curve must bend over and return to zero at the other.

**4. Why the two bands belong together**

The midgap point has a meaning in the plane of complex k. Regard E² = v² + w² + 2vw cos ka as a function of complex ka. It vanishes at ka = π ± iκ₀a. Its slope there follows from sin(π ± iκ₀a) = ∓i sinh κ₀a:

d(E²)/d(ka) = −2vw sin ka = ±2ivw sinh κ₀a = ±i|v² − w²|.

The slope is not zero, so close to either point, with s = ka − (π ± iκ₀a),

E² ≈ ±i|v² − w²|s.

Lead s once around zero on a small circle. The phase of E² advances by 2π, the phase of E by π, and E returns as −E. One circuit thus carries a state of the upper band into the lower band. Both are sheets of a single function E(k), joined at square-root branch points, and the imaginary part of ka at those points is ±|ln(v/w)|. Following the eigenvalues numerically around each point, on a circle of radius 0.2 in ka, confirms the exchange.

As a check, move along the line of gap states: s = i(κa − κ₀a) at the upper point. Then E² ≈ i·i|v² − w²|(κa − κ₀a) = −|v² − w²|(κa − κ₀a), which is the expansion of section 3.

**5. Unequal sites: where the logarithm fails**

Let A have the on-site energy +m and B the energy −m. In the equations for λ, E is replaced by E − m on A and by E + m on B. The determinant condition becomes

(E − m)(E + m) = E² − m² = v² + w² + vw(λ + 1/λ),

and the steps of section 2 give

cosh κa = (v² + w² + m² − E²)/(2vw).

The band edges are now at E² = (v − w)² + m². At midgap the right side exceeds its value for m = 0, so the decay is faster than the logarithm. With m = 0.30 eV the gap is 2√(0.25 + 0.09) = 1.166 eV, and cosh κa = 3.34/3.00 gives κa = 0.4717 at midgap, 16% above ln 1.5. The value |ln(v/w)| has not vanished: it occurs where E² = m², at two energies on either side of midgap. For m → 0 they merge at E = 0. The midgap law therefore rests on equal on-site energies.

**6. A metal contact**

Now let the semiconductor begin at cell 1 and extend to the right without end. To its left is a uniform metal chain with sites j = 0, −1, −2, …, amplitudes μⱼ, hopping t_m and on-site energy zero. Its last site, j = 0, is joined to A₁ by the hopping t_c. The equations at the junction are

Eμ₀ = t_mμ₋₁ + t_cα₁,
Eα₁ = t_cμ₀ + vβ₁.

All other sites keep their bulk equations. In the semiconductor these fix every amplitude once α₁ and β₁ are given, so the solutions form a two-dimensional space, spanned by the decaying and the growing wave. The growing wave is excluded because the semiconductor has no end. A gap state at an energy inside the metal band is thus a standing wave in the metal with a single evanescent tail. Its density falls by e^(−2κa) per cell on each sublattice where it is nonzero. The decay constant depends only on the semiconductor and the energy; the size of the tail depends on the metal and the junction as well.

To find the size, the standing wave must be normalized. Number the metal sites from the contact by s = 1, 2, …, so that s = 1 is site j = 0. Far from the contact the wave is C sin(qs + φ), with E = 2t_m cos q. For a metal of L sites, L large, normalization gives C² = 2/L, and the allowed q are spaced by π/L; the junction changes both only by relative corrections of order 1/L. The number of states per unit energy is (L/π)/|dE/dq| = L/(2πt_m sin q). The local density of states per spin on a site with amplitude ψ is |ψ|² times this number:

ρ = (|ψ|²/C²)/(πt_m sin q).

At E = 0, q = π/2 and sin q = 1. The metal equation μⱼ₋₁ = −μⱼ₊₁ then makes every second amplitude equal in magnitude, and the junction decides which set vanishes.

**Strong bond inside the cell, v > w.** At E = 0 the A sequence would grow, so all αₙ = 0. The equation for μ₀ gives μ₋₁ = 0, hence |μ₀| = C, and the last metal site has ρ = 1/(πt_m), as at a free metal end. The equation for α₁ gives β₁ = −(t_c/v)μ₀. With the factor −w/v per cell,

ρ(Bₙ) = [t_c²/(πt_mv²)](w/v)^(2(n−1)).

The geometric series has the sum 1/(1 − w²/v²) = v²/(v² − w²), so the whole semiconductor holds

Σρ = t_c²/[πt_m(v² − w²)].

For t_m = 2.00 eV and t_c = 1.00 eV the free metal end has 0.1592 eV⁻¹. The first B site has 0.1592/2.25 = 0.0707 eV⁻¹, the next ones 0.0314 and 0.0140 eV⁻¹, and the sum is 0.1592/1.25 = 0.127 eV⁻¹. More than half of it sits in the first cell. For t_c → 0 the tail vanishes, as it must: without the metal this semiconductor has no state in the gap.

**Strong bond between cells, v < w.** Now the B sequence would grow, so all βₙ = 0. The equation for α₁ forces μ₀ = 0, so |μ₋₁| = C. The equation for μ₀ gives α₁ = −(t_m/t_c)μ₋₁, and

ρ(Aₙ) = [t_m/(πt_c²)](v/w)^(2(n−1)).

With the two hoppings exchanged, v = 1.00 eV and w = 1.50 eV, the first A sites have 0.637, 0.283 and 0.126 eV⁻¹. The decay per cell is the same 0.444, but at t_c = 1.00 eV the density is higher than before, and it now *grows* as the contact is weakened. The reason is that this semiconductor has an end state of its own: without the metal, αₙ ∝ (−v/w)ⁿ⁻¹ with βₙ = 0 satisfies every equation at E = 0. A weaker contact broadens it less and leaves a taller peak. The decay constant alone cannot tell whether the semiconductor has an end state without the metal; at midgap the dependence on t_c can. This separates a metal tail from a broadened end state only for a weak contact. For v > w a very strong contact binds A₁ to the last metal site, and the rest of the chain begins at B₁ with a weak bond and has a narrow midgap peak of its own. The two formulas show this: ρ(Bₙ) for v > w equals ρ(Aₙ) of the chain with exchanged hoppings and the contact hopping vt_m/t_c. At any other fixed energy in the gap the density vanishes for t_c → 0 in both cases, because the peak of the end state becomes too narrow to reach that energy.

**Off midgap.** At E = 0.25 eV, with v > w again, both sublattices are occupied. Both lose the factor 0.4949 = e^(−2 × 0.3517) per cell. Their ratio follows from Eβ = (v + wλ)α with λ = −e^(−0.3517) = −0.7035:

α/β = 0.25/(1.50 − 0.7035) = 0.314, squared 0.0985.

The computed densities in the first cell, 0.00755 eV⁻¹ on A and 0.0766 eV⁻¹ on B, have this ratio. As E → 0 the ratio vanishes with E², and the pure B tail returns.

**7. What the model leaves out**

The chain has one decay constant per energy because the quadratic has one pair of roots. Hoppings beyond nearest neighbours, even between adjacent cells, generally raise the degree of the equation in λ and bring in further evanescent waves. A real crystal has several complex bands, and its decay constants also depend on the wave vector parallel to the interface; the round values used here describe no particular material. The on-site energies were also held uniform up to the contact. In a real junction charge in the gap states shifts the potential near the metal, and the local energy relative to midgap then varies from cell to cell. The logarithm was derived for the decaying wave at midgap, with the same on-site energy on every site of the semiconductor and the same two hoppings in every cell. The numerical output below lists the main values.

Numbers as computed

```
hopping inside cell v = 1.50 eV
hopping between cells w = 1.00 eV
cell length a = 0.50 nm
metal hopping t_m = 2.00 eV
contact hopping t_c = 1.00 eV
gap from ring diagonalization = 1.0000 eV
hopping ratio v/w = 1.5000 (dimensionless)
ln(v/w) = 0.405465 (dimensionless)
kappa*a from transfer matrix at E = 0.00 eV: 0.405465
kappa*a from transfer matrix at E = 0.10 eV: 0.397380
kappa*a from transfer matrix at E = 0.25 eV: 0.351737
kappa*a from transfer matrix at E = 0.40 eV: 0.244341
kappa*a from transfer matrix at E = 0.49 eV: 0.081218
quadratic estimate of kappa*a at E = 0.25 eV: 0.355465
midgap amplitude factor per cell = -0.666667
midgap density factor per cell = 0.444444
midgap kappa = 0.8109 1/nm
midgap amplitude decay length = 1.2332 nm
midgap density decay length = 0.6166 nm
metal end-site LDOS, uncoupled, E = 0: 0.159155 1/eV
midgap LDOS on B, cell 1, v > w: 0.070736 1/eV
midgap LDOS on B, cell 2, v > w: 0.031438 1/eV
midgap LDOS on B, cell 3, v > w: 0.013972 1/eV
midgap LDOS on B, cell 4, v > w: 0.006210 1/eV
midgap LDOS summed over semiconductor, v > w: 0.127324 1/eV
midgap LDOS on A, cell 1, v and w exchanged: 0.636620 1/eV
midgap LDOS on A, cell 2, v and w exchanged: 0.282942 1/eV
midgap LDOS on A, cell 3, v and w exchanged: 0.125752 1/eV
LDOS on A, cell 1, E = 0.25 eV, v > w: 0.007547 1/eV
LDOS on B, cell 1, E = 0.25 eV, v > w: 0.076615 1/eV
LDOS factor per cell on A, E = 0.25 eV: 0.494863
LDOS factor per cell on B, E = 0.25 eV: 0.494863
stagger m = 0.30 eV
gap with stagger = 1.1662 eV
midgap kappa*a with stagger = 0.471710
```
